How in-plane kinetic energy changes tunnelling from silicon through silica

A gate-leakage calculation has to decide which energy of each electron goes into the barrier-penetration formula. An electron in the silicon channel has kinetic energy normal to the oxide, E_z, and kinetic energy in the plane of the interface, E_p. One may insert E_z alone, or the total E_z + E_p, or something between. For a 2 nm oxide and an electron with E_z = E_p = 0.2 eV, subtracting all of E_p from the barrier raises the transmission by a factor of about 2.6, and treating the total energy as normal energy everywhere raises it by about 3.7.

The belief examined here is that E_z alone matters. It has a sound origin. In a layered structure the in-plane momentum is conserved, the motion separates, and a particle moving sideways seems to gain nothing in its attempt to cross. If the bands are parabolic and the in-plane mass is the same everywhere, the conclusion is correct. Silicon and silica, however, are described by different masses, and the same momentum then carries different kinetic energies in the two materials.

**What conservation of momentum implies**

Atomic units are used in the algebra, and energies are measured from the silicon conduction-band edge at the cathode. The electron belongs to one of the two valleys of (100) silicon whose heavy axis is normal to the oxide. Its in-plane mass is m_s = 0.19 and its normal mass is m_l = 0.916, in electron masses. The oxide is taken as a single parabolic band with isotropic mass m_ox = 0.42.

The layers are uniform in the plane, so the wave function can be written as exp(ik·r) f(z), with the same k in every layer. Differentiating the plane wave twice gives −k², and the effective-mass equation becomes

−½ d/dz[(1/m_z) df/dz] + [V(z) + k²/(2m_par(z))] f = E f.

Here m_z and m_par are the local normal and in-plane masses. Both f and (1/m_z) df/dz are continuous at an interface. The term k²/(2m_par) acts as an additional potential, and it jumps where the in-plane mass jumps.

In the silicon cathode,

E = E_z + E_p, with E_p = k²/(2m_s), so k² = 2m_s E_p.

In the oxide m_z = m_par = m_ox. Multiplying the equation by −2m_ox and collecting terms gives f″ = κ²f, with

κ² = 2m_ox(V − E) + k².

Now insert E and k²:

κ² = 2m_ox(V − E_z − E_p) + 2m_s E_p
= 2m_ox[V − E_z − (1 − m_s/m_ox)E_p].

Therefore

κ² = 2m_ox[V − E_z − γE_p], γ = 1 − m_s/m_ox.

For the stated masses, γ = 1 − 0.19/0.42 = 0.548. An in-plane energy of 0.20 eV corresponds to k = 0.0999 1/angstrom. In the heavier oxide band this momentum costs 0.0905 eV, and the remaining 0.1095 eV (0.00402 hartree) is available against the barrier.

The electrodes do not spoil this result. Let F be the force on the electron in the oxide and D the oxide thickness. The anode band edge lies at −FD, and if the anode has the same masses as the cathode, its normal wave number k_R obeys

E_z + E_p = −FD + k²/(2m_s) + k_R²/(2m_l).

The in-plane terms cancel, leaving k_R² = 2m_l(E_z + FD). The wave numbers on both sides thus depend on E_z but not on E_p. The complete boundary-value problem is the one for k = 0 with the oxide potential lowered uniformly by γE_p:

T(E_z, E_p; V) = T(E_z, 0; V − γE_p).

Within this model the equality includes reflection at the interfaces and holds for any profile V(z) in the oxide.

**What is held fixed**

The barrier lowering γE_p refers to a comparison at fixed E_z, where in-plane energy is added to the electron. At fixed total energy the sign is different. Replacing E_z by E − E_p gives

κ² = 2m_ox[V − E + (m_s/m_ox)E_p].

Moving energy from the normal direction into the plane then raises the effective barrier by 45 percent of the energy moved. In-plane energy helps, but less than the same energy directed at the oxide.

The mass ratio also sets the sign at fixed E_z. For m_s = m_ox, γ is zero and the original belief holds. For m_s > m_ox, γ is negative and in-plane energy hinders tunnelling.

**From barrier to transmission**

Take a barrier of height Φ at the cathode, falling linearly through the oxide. Define

φ₁ = Φ − E_z − γE_p, φ₂ = φ₁ − FD.

When κ varies slowly, the probability density decays by a factor whose exponent is

S = 2∫₀ᴰ κ dz = 2√(2m_ox) ∫₀ᴰ √(φ₁ − Fz) dz.

The formulas below require φ₂ > 0 and not close to zero, so that the electron stays well under the barrier across the whole oxide. Substituting φ = φ₁ − Fz, with dz = −dφ/F, gives

S = [4√(2m_ox)/(3F)] (φ₁^(3/2) − φ₂^(3/2)).

At fixed F and D, a change of Φ shifts φ₁ and φ₂ equally. The sensitivity of the exponent is therefore

b = dS/dΦ = [2√(2m_ox)/F] (√φ₁ − √φ₂).

The interface factors follow from matching. Let v = k_z/m_l in silicon and u = κ/m_ox in the oxide, with subscripts 1 at entry and 2 at exit. For a thick barrier, the wave entering the oxide is a decaying one of amplitude C. With incident and reflected amplitudes A and B,

A + B = C, iv₁(A − B) = −u₁C.

Hence A = ½C(1 + iu₁/v₁), and |C/A|² = 4v₁²/(v₁² + u₁²). At the exit, a decaying amplitude C′ and a reflected amplitude R produce an outgoing amplitude G:

C′ + R = G, −u₂(C′ − R) = iv₂G.

Hence C′ = ½G(1 − iv₂/u₂), and |G/C′|² = 4u₂²/(u₂² + v₂²). Between the interfaces the semiclassical amplitude varies as 1/√κ, so |C′/C|² = (u₁/u₂)exp(−S). Multiplying the three ratios by the flux ratio v₂/v₁ gives

T ≈ P₁P₂ exp(−S), P = 4vu/(v² + u²).

For a thick barrier the change in the exponent outweighs the change in the interface factors. For a small in-plane energy the exponent falls by γbE_p, and the gain is

T(E_z, E_p)/T(E_z, 0) ≈ exp(γbE_p).

**A thin gate oxide**

Let Φ = 3.1 eV, E_z = 0.2 eV, D = 2 nm and the field be 5 MV/cm, which gives a drop of 1 eV across the oxide. Without in-plane energy, φ₁ = 2.9 eV, φ₂ = 1.9 eV and S = 20.54. Dividing the formula for b by that for S removes the common constants:

b = (3/2)S(√2.9 − √1.9)/(2.9^(3/2) − 1.9^(3/2))
= 1.5 × 20.54 × 0.3245/2.3196 = 4.31 per eV.

For E_p = 0.2 eV the estimated gain is

exp(0.5476 × 4.31 × 0.2) = exp(0.472) = 1.60.

Solving the wave equation numerically raises T from 1.385 × 10⁻⁹ to 2.310 × 10⁻⁹, a gain of 1.67. The change in S alone, from 20.537 to 20.059, gives 1.61. The remaining 3 to 4 percent comes from the interface factors. Since P = 4/(v/u + u/v), and u exceeds v at both interfaces here, lowering u brings u/v closer to one and raises P towards its maximum of 2.

At the same E_z, the three recipes give these gains:

- in-plane energy ignored: 1.00
- conserved momentum, share γ: 1.67
- all of E_p subtracted from the barrier: 2.57

The first recipe gives 40 percent less than the correct model transmission, and the third gives 54 percent more. If the whole 0.4 eV is normal energy instead, T is 5.06 × 10⁻⁹. This exceeds the third recipe's result, although the oxide barrier is the same, because the normal wave numbers in the electrodes have also changed.

The share can be found without using its formula. The wave equation was integrated at total energy 0.4 eV with the stated k, and then the k = 0 barrier that gives the same transmission was sought. The required lowering was 0.5476 of E_p. With the in-plane silicon mass set to 0.42 and both E_z and E_p unchanged, so that k changes, the gain was 1.0000; with 0.916 it was 0.345.

A second test used two 10 angstrom wells separated by a 10 angstrom barrier of height 3.1 eV, with no field and hard outer walls. Diagonalizing the two-dimensional Hamiltonian for E_p = 0.8 eV increased the tunnel splitting by a factor of 1.6605 over its value at k = 0 on a 0.2 angstrom grid, and the factor rises to 1.662 as the grid is refined. The lowered barrier predicts 1.662, whereas shares of zero and one predict 1.000 and 2.624.

**How much a population of electrons gains**

The 0.2 eV electron is hot: this is the mean in-plane energy of a nondegenerate two-dimensional gas at about 2300 K. For a cool, nondegenerate layer, the two-dimensional density of states is constant, so E_p has weight exp(−E_p/k_BT). With the exponential gain, the average is

⟨gain⟩ = ∫₀^∞ exp[−E_p/(k_BT) + γbE_p] dE_p / ∫₀^∞ exp[−E_p/(k_BT)] dE_p
= 1/(1 − γb k_BT), for γb k_BT < 1.

At 300 K, γb k_BT is 0.061 and the mean gain is 1.065. Integration with the full transmission gives 1.070.

At this field the layer is in fact degenerate. If the channel charge alone supports the oxide field, its density is about 1.08 × 10¹³ per cm². Placing all of it in the lowest subband of the two valleys gives a mean in-plane energy of 0.048 eV and a mean gain of 1.13, with E_z held at 0.2 eV. These are upper estimates. In a self-consistent Hartree treatment at 300 K with a depletion charge of about 10¹² per cm² or less, only about two thirds of the channel charge sits in that subband, and about a quarter sits in the four other valleys, which this model does not cover. A depletion charge of 3 to 5 × 10¹² per cm² at the same oxide field raises the first fraction to 0.8 to 0.9 and lowers the mean gain only slightly, to 1.10, so the lightly depleted case is kept here. The lowest subband then has a mean in-plane energy near 0.038 eV and a mean gain near 1.11. For this 2 nm oxide, ignoring E_p is thus a modest error for a cool channel and a larger one for heated carriers: near 2300 K the full average is about 2.3, above the 1.9 of the closed formula. The error also grows with thickness, because b does. At the same field and 300 K the nondegenerate mean gain is 1.11 at 3 nm and 1.25 at 5 nm, and the degenerate single-subband estimate is 1.22 and 1.51.

**Where the 55 percent stops being reliable**

One weak assumption is the parabolic oxide band, because the electron tunnels far below the band edge. A simple two-band form is

κ² = k² + 2m_e φ_t(1 − φ_t/E_g), φ_t = V − E,

where m_e is the band-edge mass and E_g the oxide gap. Since dφ_t/dE = −1, differentiation gives

∂κ²/∂E_p = 2m_s − 2m_e(1 − 2φ_t/E_g),
∂κ²/∂E_z = −2m_e(1 − 2φ_t/E_g).

Their ratio is the local share:

γ_local = 1 − m_s/[m_e(1 − 2φ_t/E_g)].

The relevant oxide mass is now smaller than m_e and depends on depth below the band. With a rough gap of 9 eV, and m_e refitted to 0.575 so that S is unchanged at E_p = 0, the share over the whole barrier falls to about 0.32. It is defined here as the drop in S caused by E_p, divided by the drop caused by equal extra normal energy. The gain from the exponent falls from 1.61 to 1.21. Keeping m_e = 0.42 without refitting leaves a share of only 0.08, with a negative local share near the entry. Both shares depend on the rough gap: between 8.5 and 9.5 eV they run from 0.30 to 0.35 with refitting and from 0.02 to 0.13 without. The 55 percent therefore belongs to the parabolic model with mass 0.42 and is not a measured property of silica. Even within the parabolic model, oxide masses of 0.30 and 0.50 give shares of 0.37 and 0.62 and gains of 1.34 and 1.87.

The thickness, field and barrier height are roughly typical of a thin logic-transistor oxide, and the field is about half a rough breakdown value of 10 MV/cm. Real devices depart from the model in several ways. Silicon nonparabolicity, E(1 + αE) = k_z²/(2m_l) + k²/(2m_s) with a rough α of 0.5 per eV, acts on the total energy. Raising E from 0.2 to 0.4 eV at fixed k_z requires k²/(2m_s) = 1.3E_p. This reduces the share to about 0.41 and, with the electrode wave numbers kept, the gain to about 1.47. The listed values 0.50 and 1.60 apply α to E_p alone and understate the effect. An estimated image lowering of 0.49 eV, applied to the whole barrier, raises the gain to 1.78. Silica is amorphous and its interfaces are rough, so k is conserved at best approximately. An electron scattered elastically to k = 0 on entering the oxide would have the decay constant of share one, but its current would also depend on the scattering probability, which is not calculated here. Thickness also matters: at the same field, an oxide thinner by 0.1 nm transmits 2.46 times as much, a larger factor than the gain of 1.67 from E_p. A fitted thickness could therefore hide a wrong treatment of E_p.

For a leakage calculation with a parabolic oxide band and conserved momentum, the consistent choice is to keep E_z in the electrodes and lower the oxide barrier by γE_p. This is exact when the anode has the in-plane mass of the cathode. With other anode masses k_R depends on E_p. For E_p up to 0.5 eV and trial anodes with in-plane masses from 0.26 to 1, the rule is then off by under 3 percent at 5 MV/cm, but by 6 to 16 percent at 0.5 MV/cm for the semiconductor-like anodes. With another oxide dispersion, k and the total energy should be inserted directly into κ. The numerical output below lists the values used here.

Computed results

```
silicon in-plane mass: 0.190 m_e
silicon normal mass: 0.916 m_e
oxide mass: 0.420 m_e
barrier height: 3.10 eV
normal energy: 0.20 eV
in-plane energy: 0.20 eV
oxide thickness: 2.00 nm
oxide field: 5.00 MV/cm
temperature: 300 K
in-plane wave number: 0.0999 1/angstrom
share from formula: 0.5476
share from wave-equation inversion: 0.5476
barrier lowering: 0.1095 eV
same lowering: 0.004025 hartree
in-plane energy inside oxide: 0.0905 eV
effective barrier at entry: 2.7905 eV
effective barrier at exit: 1.7905 eV
action without in-plane energy: 20.5370
action with in-plane energy: 20.0593
action sensitivity: 4.3101 1/eV
T without in-plane energy: 1.3847e-09
T with in-plane energy: 2.3099e-09
T semiclassical, with in-plane energy: 2.3132e-09
T, same total energy all normal: 5.0600e-09
gain, true share: 1.6681
gain, simple exponential: 1.6033
gain, share one: 2.5704
gain, equal masses: 1.0000
gain, in-plane mass 0.916: 0.3452
2D test in-plane energy: 0.80 eV
2D splitting ratio, diagonalized: 1.6605
2D splitting ratio, true share: 1.6619
2D splitting ratio, share zero: 1.0000
2D splitting ratio, share one: 2.6243
Maxwell mean gain, integrated: 1.0702
Maxwell mean gain, formula: 1.0650
sheet density: 1.078e+13 1/cm2
Fermi energy above subband: 0.0659 eV
mean in-plane energy, Fermi layer: 0.0475 eV
Fermi mean gain: 1.1332
silicon nonparabolicity (rough): 0.50 1/eV
share, nonparabolic silicon: 0.5024
gain, nonparabolic silicon: 1.5983
oxide gap (rough): 9.0 eV
refitted two-band edge mass: 0.5745 m_e
action share, parabolic oxide: 0.5421
action gain, parabolic oxide: 1.6124
action share, two-band refitted: 0.3239
action gain, two-band refitted: 1.2094
action share, two-band edge mass 0.42: 0.0785
action gain, two-band edge mass 0.42: 1.0402
image lowering estimate: 0.4884 eV
gain with image-lowered barrier: 1.7813
triangular-well lowest level: 0.2453 eV
other-valley parabolic oxide cost: 8.7755 eV
T factor for 0.1 nm thinner oxide: 2.4647
rough breakdown field: 10.0 MV/cm
field / breakdown field: 0.50
```
